# The Mott thermopower formula and its ten-percent limit

Suppose every electron carried a thermal entropy of about $k_B$. The thermopower of any conductor would then have a magnitude near $k_B/e=86.17$ µV/K. For a parabolic band with constant relaxation time and a chemical potential $20\,k_BT$ above the band edge, the transport integrals give 21.2 µV/K, four times less. The estimate fails because electrons above and below the chemical potential contribute with opposite signs and largely cancel. The Mott formula gives what survives the cancellation. Used too close to the band edge, it fails in turn: at $1\,k_BT$ above the edge it gives 425 µV/K where the integrals give 188 µV/K.

Below, the formula is derived in two ways, and the chemical potential at which its error reaches ten percent is found. That limit is not universal. It depends on how conduction varies with energy, so it is determined for stated scattering laws.

## First derivation: open circuit and a thermal window

**The current.** Let electrons have charge $-e$, with $e>0$, and let all gradients point along $x$ in an isotropic crystal. The local equilibrium occupation is

$$f=\frac{1}{1+e^{(\varepsilon-\mu)/k_BT}},$$

where $\varepsilon$ and the chemical potential $\mu$ are measured from the band edge. Scattering is described by a relaxation time $\tau(\varepsilon)$, and the deviation $\delta f$ from local equilibrium is kept to first order in the gradients. A prime on $\mu$ or $T$ means $d/dx$. In a steady state, with $\hbar\dot k_x=-eE$,

$$v_x\frac{\partial f}{\partial x}-\frac{eE}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{\delta f}{\tau}.$$

The occupation depends on position through $\mu$ and $T$, and on $k_x$ through $\varepsilon$. The chain rule gives

$$\frac{\partial f}{\partial x}=\left(-\frac{\partial f}{\partial\varepsilon}\right)\left[\mu'+\frac{\varepsilon-\mu}{T}T'\right],\qquad
\frac{\partial f}{\partial k_x}=\hbar v_x\frac{\partial f}{\partial\varepsilon}.$$

The field term is therefore $-eEv_x\,\partial f/\partial\varepsilon=+eEv_x(-\partial f/\partial\varepsilon)$. With the electrochemical field $\mathcal E=E+\mu'/e$, which is what a voltmeter senses,

$$\delta f=-\tau v_x\left(-\frac{\partial f}{\partial\varepsilon}\right)\left[e\mathcal E+\frac{\varepsilon-\mu}{T}T'\right].$$

The current density is $J=-e\int\frac{2\,d^3k}{(2\pi)^3}v_x\,\delta f$, the 2 counting spin. Collect all states of equal energy in the transport distribution

$$\Sigma(\varepsilon)=e^2\int\frac{2\,d^3k}{(2\pi)^3}\,\tau v_x^2\,\delta(\varepsilon-\varepsilon_{\mathbf k}),$$

and define

$$K_n=\int\Sigma(\varepsilon)(\varepsilon-\mu)^n\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .$$

The two minus signs cancel, and one factor $e$ remains to be divided out of $\Sigma$:

$$J=K_0\,\mathcal E+\frac{K_1}{eT}\,T'.$$

So $K_0$ is the electrical conductivity. The Seebeck coefficient is defined by $\mathcal E=S\,T'$ at $J=0$, hence

$$S=-\frac{1}{eT}\frac{K_1}{K_0}.\tag{1}$$

If $\Sigma$ were constant across the thermal window, $K_1$ would vanish, since $\varepsilon-\mu$ is odd about $\mu$ and the window is even. The thermopower measures the imbalance of conduction above and below $\mu$.

**Moments of the window.** Put $x=(\varepsilon-\mu)/k_BT$ from here on. Then $(-\partial f/\partial\varepsilon)\,d\varepsilon=w(x)\,dx$ with

$$w(x)=\frac{e^x}{(1+e^x)^2}=-\frac{d}{dx}\frac{1}{e^x+1}=\frac{1}{4\cosh^2(x/2)}.$$

It is even, so its odd moments vanish. Its total weight is $M_0=1$, the drop of $1/(e^x+1)$ from 1 to 0. For even $n\ge2$, integrate by parts (the boundary terms vanish) and expand $1/(e^x+1)=\sum_{m\ge1}(-1)^{m+1}e^{-mx}$ for $x>0$:

$$M_n=2n\int_0^\infty\frac{x^{n-1}}{e^x+1}dx=2\,n!\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^n},$$

because $\int_0^\infty x^{n-1}e^{-mx}dx=(n-1)!/m^n$.

The sums follow from the Fourier series of $x^2$ on $(-\pi,\pi)$. Its mean is $\pi^2/3$, and two integrations by parts give the cosine coefficients $4(-1)^m/m^2$:

$$x^2=\frac{\pi^2}{3}+4\sum_{m=1}^\infty\frac{(-1)^m}{m^2}\cos mx .$$

At $x=0$ this gives $\sum(-1)^{m+1}/m^2=\pi^2/12$. Parseval's relation gives

$$\frac1\pi\int_{-\pi}^{\pi}x^4dx=\frac{2\pi^4}{5}=2\left(\frac{\pi^2}{3}\right)^2+16\sum_{m=1}^\infty\frac1{m^4},$$

so $\sum1/m^4=\pi^4/90$. Changing the sign of the even terms subtracts twice their sum, which is $2/16$ of the whole, and leaves $\frac78\cdot\frac{\pi^4}{90}=\frac{7\pi^4}{720}$. Therefore

$$M_2=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3},\qquad M_4=48\cdot\frac{7\pi^4}{720}=\frac{7\pi^4}{15}.$$

**The expansion.** Assume that $\Sigma$ is smooth and varies slowly over several $k_BT$ around $\mu$, and that the band edge lies far enough below $\mu$ for the window to be extended to $x=-\infty$. The tail added this way is of order $e^{-\mu/k_BT}$ times powers of $\mu/k_BT$. Expand, with primes on $\Sigma$ meaning energy derivatives at $\mu$:

$$\Sigma(\mu+k_BTx)=\Sigma+k_BTx\,\Sigma'+\tfrac12(k_BTx)^2\Sigma''+\tfrac16(k_BTx)^3\Sigma'''+\dots$$

Even powers survive in $K_0$. In $K_1$ the extra factor $k_BTx$ selects the odd ones:

$$K_0=\Sigma+\frac{\pi^2}{6}(k_BT)^2\Sigma''+\dots,$$

$$K_1=\frac{\pi^2}{3}(k_BT)^2\Sigma'+\frac{7\pi^4}{90}(k_BT)^4\Sigma'''+\dots$$

The leading terms, put into (1), give the Mott formula:

$$S_M=-\frac{\pi^2k_B^2T}{3e}\,\frac{\Sigma'(\mu)}{\Sigma(\mu)}
=-\frac{\pi^2k_B^2T}{3e}\left.\frac{d\ln\Sigma}{d\varepsilon}\right|_{\mu}.\tag{2}$$

If $\Sigma$ rises with energy, the more energetic electrons conduct better and $S$ is negative; if it falls, $S$ is positive although the carriers are electrons. If $\Sigma'(\mu)=0$, the leading term vanishes and (2) says nothing about the size of the remainder.

**The next order.** Dividing the two series by their leading terms, and using $\frac{7\pi^4}{90}\big/\frac{\pi^2}{3}=\frac{7\pi^2}{30}$,

$$\frac{S}{S_M}=1+(k_BT)^2\left[\frac{7\pi^2}{30}\frac{\Sigma'''}{\Sigma'}-\frac{\pi^2}{6}\frac{\Sigma''}{\Sigma}\right]+\dots\tag{3}$$

The numerical check confirms this bracket for a smooth $\Sigma$ that is not a power law.

**A parabolic band.** Here $v_x^2$, averaged over directions, is proportional to $\varepsilon$, and the density of states to $\varepsilon^{1/2}$. With $\tau\propto\varepsilon^r$,

$$\Sigma=A\,\varepsilon^s,\qquad s=r+\tfrac32 .$$

Define the reduced Fermi level $\eta=\mu/k_BT$, with $\mu$ the chemical potential at the actual temperature. Since $\Sigma'/\Sigma=s/\mu$,

$$S_M=-\frac{k_B}{e}\,\frac{\pi^2s}{3\eta}.\tag{4}$$

For (3) we need $(k_BT)^2\Sigma''/\Sigma=s(s-1)/\eta^2$ and $(k_BT)^2\Sigma'''/\Sigma'=(s-1)(s-2)/\eta^2$. The bracket becomes

$$\frac{\pi^2(s-1)}{30\,\eta^2}\big[7(s-2)-5s\big]=-\frac{\pi^2(s-1)(7-s)}{15\,\eta^2},$$

and so

$$\frac{S}{S_M}=1-\frac{c}{\eta^2}+\dots,\qquad c=\frac{\pi^2(s-1)(7-s)}{15}.\tag{5}$$

For $1<s<7$ the Mott formula overestimates the magnitude of $S$ at this order. When $\tau$ is constant, $s=3/2$ and $c=1.81$. Of this, 1.23 comes from the curvature of $\Sigma$, which raises $K_0$, and 0.58 from the reduction of $K_1$.

## Second derivation: the energy carried by a current

**Peltier heat.** Now keep the temperature uniform and drive a current with $\mathcal E$. The deviation is $\delta f=-\tau v_x(-\partial f/\partial\varepsilon)e\mathcal E$, and $J=K_0\mathcal E$. Each electron carries heat $\varepsilon-\mu$, so the heat current is

$$J_Q=\int\frac{2\,d^3k}{(2\pi)^3}(\varepsilon-\mu)v_x\,\delta f=-\frac{K_1}{e}\,\mathcal E .$$

The Peltier coefficient is $\Pi=J_Q/J=-K_1/(eK_0)$. The Kelvin relation $\Pi=TS$ then gives

$$S=-\frac{1}{eT}\big(\bar\varepsilon-\mu\big),\qquad
\bar\varepsilon=\frac{\int\varepsilon\,\Sigma\,(-\partial f/\partial\varepsilon)\,d\varepsilon}{\int\Sigma\,(-\partial f/\partial\varepsilon)\,d\varepsilon}.\tag{6}$$

The thermopower is the mean energy of the current-carrying electrons, measured from $\mu$, per unit charge and temperature.

**Fermi integrals.** Take $\Sigma=A\varepsilon^s$ with $s\ge1$ from the start. Let $y=\varepsilon/k_BT$ and

$$F_j(\eta)=\int_0^\infty\frac{y^j}{1+e^{y-\eta}}\,dy .$$

Integrate both integrals in (6) by parts. The boundary terms vanish, at $y=0$ because of the power and at infinity because of $f$. The denominator becomes $A(k_BT)^s\,sF_{s-1}$ and the numerator $A(k_BT)^{s+1}(s+1)F_s$, hence

$$S=-\frac{k_B}{e}\left[\frac{(s+1)F_s(\eta)}{s\,F_{s-1}(\eta)}-\eta\right].\tag{7}$$

No expansion has been made, so (7) holds for any $\eta$ in this model. For $\eta\to-\infty$ the 1 in the Fermi function is negligible, $F_j\to\Gamma(j+1)e^\eta$, and $S\to-(k_B/e)(s+1-\eta)$, the dilute-gas result.

**Large $\eta$.** Compare the occupation with a filled step ending at $y=\eta$. Electrons are added above the step and removed below it, both with the weight $1/(e^t+1)$ at distance $t$:

$$F_j=\frac{\eta^{j+1}}{j+1}+\int_0^\infty\frac{(\eta+t)^j}{e^t+1}dt-\int_0^\eta\frac{(\eta-t)^j}{e^t+1}dt .\tag{8}$$

The weight confines $t$ to a few units. For large $\eta$ the difference of powers is $2j\eta^{j-1}t$ plus terms of order $\eta^{j-3}t^3$, and $\int_0^\infty t\,dt/(e^t+1)=M_2/4=\pi^2/12$. Therefore

$$F_j\approx\frac{\eta^{j+1}}{j+1}\left[1+\frac{\pi^2j(j+1)}{6\eta^2}\right].$$

Insert $j=s$ and $j=s-1$ into the ratio in (7):

$$\frac{(s+1)F_s}{sF_{s-1}}\approx\eta\;\frac{1+\pi^2s(s+1)/6\eta^2}{1+\pi^2s(s-1)/6\eta^2}
\approx\eta+\frac{\pi^2}{6\eta}\big[s(s+1)-s(s-1)\big]=\eta+\frac{\pi^2s}{3\eta}.$$

The large term $\eta$ cancels in (7), and what remains is (4). The mean energy of the carriers exceeds $\mu$ by only $\pi^2s\,k_BT/3\eta$, which is why the estimate of one $k_B$ per electron is too large once $\eta$ lies well above $\pi^2s/3$ (about 4.9 for $s=3/2$).

## Where the error reaches ten percent

The error is $S_M/S-1$, relative to the full integral (7) of the same model. If (5) is cut after $c/\eta^2$, the condition $S_M/S=1.1$ reads $c/\eta^2=1-1/1.1=1/11$, or $\eta=\sqrt{11c}$. Solving with the full integrals gives:

| Scattering | $s$ | $\sqrt{11c}$ | threshold $\eta$ |
|---|---|---|---|
| $\tau\propto\varepsilon^{-1/2}$ | 1 | 0 | 2.97 |
| $\tau$ constant | 3/2 | 4.46 | 4.56 |
| $\tau\propto\varepsilon^{3/2}$ | 3 | 7.61 | 6.94 |

A scan from $\eta=0.05$ to 60 in steps of 0.05 found the error above ten percent at every point below the threshold, and smaller than ten percent in magnitude at every point above it. For $\eta\le0$ formula (4) cannot be used at all, because $\Sigma(\mu)=0$ there.

The short estimate is close to the threshold for constant $\tau$, partly by coincidence: it passes from too low to too high near this $s$ (3.23 against 3.82 at $s=5/4$, 6.02 against 5.68 at $s=2$). It is less accurate in the other two rows, and the reasons for those two are derived next.

**The case $s=3$.** The Taylor series of $\Sigma$ ends at the cubic term. Apart from band-edge terms of order $e^{-\eta}$ times powers of $\eta$, $K_0\propto\eta^3+\pi^2\eta$ and $K_1/k_BT\propto\pi^2\eta^2+7\pi^4/15$, so that

$$\frac{S_M}{S}=\frac{\pi^2}{\eta}\cdot\frac{\eta^3+\pi^2\eta}{\pi^2\eta^2+7\pi^4/15}=\frac{\eta^2+\pi^2}{\eta^2+7\pi^2/15}.$$

Setting this equal to 1.1 gives $0.1\,\eta^2=\pi^2(1-7.7/15)$, or $\eta=\pi\sqrt{73/15}\approx6.93$. The estimate 7.61 was too high because it dropped the higher powers of $1/\eta^2$ contained in this ratio.

**The case $s=1$.** Here $\Sigma$ is linear, so the Taylor series gives no correction and the whole error comes from the band edge. In (8) with $j=1$, extend the last integral to infinity and compensate:

$$F_1=\frac{\eta^2}{2}+\frac{\pi^2}{6}-\int_\eta^\infty\frac{t-\eta}{e^t+1}dt\approx\frac{\eta^2}{2}+\frac{\pi^2}{6}-e^{-\eta}.$$

Also $F_0=\ln(1+e^\eta)\approx\eta+e^{-\eta}$. Then

$$\frac{2F_1}{F_0}-\eta=\frac{2F_1-\eta F_0}{F_0}\approx\frac{\pi^2/3-(2+\eta)e^{-\eta}}{\eta+e^{-\eta}} .$$

Dividing $\pi^2/3\eta$ by this, to first order in $e^{-\eta}$,

$$\frac{S_M}{S}-1\approx e^{-\eta}\left[\frac1\eta+\frac{3(\eta+2)}{\pi^2}\right].$$

At $\eta=12$ this is $2.67\times10^{-5}$, in agreement with the full integrals.

## Worked example: constant relaxation time

Take a model band with the free-electron mass and two spin states, at 300 K. With $s=3/2$, (4) gives

$$S_M=-86.17\times\frac{3.290\times1.5}{\eta}\ \text{µV/K}=-\frac{425.2}{\eta}\ \text{µV/K}.$$

| $\eta$ | full $S$ (µV/K) | $S_M$ (µV/K) | error |
|---|---|---|---|
| 1 | −187.6 | −425.2 | 127 % |
| 2 | −145.4 | −212.6 | 46 % |
| 4 | −94.0 | −106.3 | 13 % |
| 5 | −78.6 | −85.0 | 8.2 % |
| 10 | −41.7 | −42.5 | 1.9 % |
| 20 | −21.2 | −21.3 | 0.5 % |

At $\eta=0$ the full value is −244 µV/K, while $S_M$ diverges as $\eta\to0^+$. At the threshold $\eta=4.557$, the Mott value is −93.3 µV/K and the full value −84.8 µV/K, a ratio of 1.10. With $k_BT=25.85$ meV, the chemical potential there is

$$\mu=4.557\times25.85\ \text{meV}=117.8\ \text{meV}.$$

The carrier density is $n=\frac{1}{\pi^2}\int k^2f\,dk$. Substituting $k=(2mk_BT/\hbar^2)^{1/2}y^{1/2}$ turns $k^2dk$ into $\frac12(2mk_BT/\hbar^2)^{3/2}y^{1/2}dy$, so

$$n=\frac{1}{2\pi^2}\left(\frac{2mk_BT}{\hbar^2}\right)^{3/2}F_{1/2}(\eta).$$

With $F_{1/2}=6.890$ this gives $n=1.95\times10^{20}$ cm⁻³. In this model, at 300 K, the Mott formula errs by more than ten percent at lower densities.

**Which Fermi level.** The zero-temperature Fermi energy $\varepsilon_F$ is not the same as $\mu$. At equal density the filled step gives $\frac23(\varepsilon_F/k_BT)^{3/2}=F_{1/2}(\eta)$, hence

$$\frac{\varepsilon_F}{k_BT}=(1.5\times6.890)^{2/3}=4.745 .$$

If this replaces $\eta$ in (4), the ratio $S_M/S$ falls to $1.100\times4.557/4.745=1.056$, an error of 5.6 %. The larger denominator offsets part of the overestimate. A quoted limit for the formula therefore has to say which energy is meant.

## What each derivation assumes

Both derivations use a linear response, a relaxation time that depends on energy, and phonons that stay in local equilibrium. Ordinary heat conduction by the lattice does not enter $S$. Heat dragged along by phonons and inelastic scattering lie outside both, and outside the reference value of $S$ used for the errors.

The first derivation needs no particular band. It asks that $\Sigma$ vary slowly over several $k_BT$ around $\mu$, slowly enough for the correction in (3) to be small, and it then yields (2). Smoothness alone is not enough: for $\Sigma\propto e^{\varepsilon/2k_BT}$ the integrals give $|S|=2\,k_B/e$, while (2) gives $\pi^2/6=1.64\,k_B/e$, 18 % too low. It fails close to a band edge, and it can fail near a strong feature of $\Sigma$ that is as narrow as the thermal window. Its series also cannot show the exponentially small terms, which for $s=1$ are the whole error.

The second derivation needs the power law down to the band edge, and it recovers the Mott formula in the form (4) alone. In return, (7) remains valid where the expansion fails, and so supplies the value against which the error is measured. It also invokes the Kelvin relation. Within this model that is no extra assumption: the open-circuit result (1) and the Peltier coefficient, obtained separately from the same Boltzmann equation, satisfy $\Pi=TS$.

## Table of computed values

```
k/e = 86.173 microvolt/K
window moments 0, 2, 4: 1.00000, 3.28987, 45.45758
tanh model, mu = 0.4, kT = 0.01 (model energy units):
  (S/S_M - 1)/(kT)^2 = -2.1617, formula -2.1617
10 % thresholds in eta (dimensionless):
  r=-1/2 s=1.0: eta = 2.9747, c = 0.0000, sqrt(11c) = 0.0000
  r=0    s=1.5: eta = 4.5567, c = 1.8094, sqrt(11c) = 4.4614
  r=3/2  s=3.0: eta = 6.9362, c = 5.2638, sqrt(11c) = 7.6093
s=1, eta=12: error 2.6659e-05, law 2.6659e-05
s=1.5, parts of the 1/eta^2 correction to S/S_M:
  from K0 -1.2337, from K1 -0.5757
constant relaxation time, S in microvolt/K:
  eta= 0: full -244.17, Mott diverges
  eta= 1: full -187.59, Mott -425.25, error 126.69 %
  eta= 2: full -145.45, Mott -212.62, error 46.18 %
  eta= 3: full -115.39, Mott -141.75, error 22.85 %
  eta= 4: full -94.03, Mott -106.31, error 13.07 %
  eta= 5: full -78.58, Mott -85.05, error 8.23 %
  eta=10: full -41.74, Mott -42.52, error 1.88 %
  eta=20: full -21.17, Mott -21.26, error 0.46 %
at the threshold, constant relaxation time, T = 300 K:
  full S = -84.84 microvolt/K
  Mott S = -93.32 microvolt/K
  kT = 25.852 meV
  mu = 117.80 meV
  F_1/2 = 6.8903 (unnormalized)
  carrier density = 1.9510e+20 cm^-3
  zero-temperature Fermi energy / kT = 4.7448
  Mott error with that energy for mu = 5.64 %
```
